# Voltage Division in a Floating Crossbar of Power-Law Cells, part 2

An array has $N$ word lines crossing $N$ bit lines, with a two-terminal cell at each crossing. Word line 1 is held at $V>0$ and bit line 1 at zero; the other $m=N-1$ lines of each kind float. The selected cell joins the driven lines. Half-selected cells touch one driven line, unselected cells none. Sneak current passes through half-selected, unselected and half-selected cells in series.

Word and bit lines have potentials $w_i$ and $b_j$. A cell has voltage $D_{ij}=w_i-b_j$ and current $I_{ij}=f(D_{ij})$, with $f(v)=k\,{\rm sgn}(v)|v|^n$ and $k$ in ${\rm A/V}^n$. Wire resistance is neglected. In the steady state

$$
\sum_{j=1}^{N}I_{ij}=0\quad(i\ge2),\qquad
\sum_{i=1}^{N}I_{ij}=0\quad(j\ge2).
\tag{1}
$$

"Full network" means these equations solved with all line potentials independent. Because $f$ increases strictly, there is only one solution. In it the floating word lines share one potential $w$ and the floating bit lines another, $b$. Half-selected cells have voltage $V_{\rm h}=hV$ and unselected cells $-V_{\rm u}=-uV$, with $2V_{\rm h}+V_{\rm u}=V$ and

$$
f(V_{\rm h})=m f(V_{\rm u}).
\tag{5}
$$

The unselected share is

$$
u\equiv\frac{V_{\rm u}}{V}=\frac{1}{1+2(N-1)^{1/n}},
\tag{7}
$$

and $h=m^{1/n}u$. Resistors ($n=1$) give $u=1/(2N-1)$. The ratio of sneak to selected current is

$$
r\equiv\frac{I_{\rm s}}{I_{\rm sel}}=m h^n=m^2u^n.
\tag{9}
$$

With $L=\ln m$ and $x=L/n$, so that $m^{1/n}=e^x$,

$$
u=\frac{1}{1+2e^{x}}.
\tag{11}
$$

For strong nonlinearity, $x\to0$, both $u$ and $h$ tend to $1/3$.

The example has $N=64$, $n=6$, $V=1.5$ V and a selected-cell current of 10 µA. It gives $u=0.200$, $h=0.400$, $r=0.257$, and 0.648 nA through an unselected cell at 0.301 V.

### How slowly one third is reached

Ask for the exponent at which $u$ is below $1/3$ by the relative amount $\varepsilon$, so $u=(1-\varepsilon)/3$. Equation (11) gives

$$
2e^x=\frac1u-1=\frac{3}{1-\varepsilon}-1=\frac{2+\varepsilon}{1-\varepsilon}.
$$

Divide by 2, take the logarithm and use $x=L/n$:

$$
n=\frac{\ln(N-1)}{\ln\dfrac{2+\varepsilon}{2(1-\varepsilon)}}.
\tag{12}
$$

For $N=64$, $L=4.143$. With $\varepsilon=0.1$ the denominator is $\ln(2.1/1.8)=0.154$, and $n=26.9$. An exponent of 6, which suppresses the current 64-fold at half voltage, leaves the share at 0.200. One third is then a poor estimate of the voltage on an unselected cell, although it is a safe upper bound for identical cells with $N\ge2$, because $m^{1/n}\ge1$.

### The sneak current in the same limit

It is tempting to set $h=1/3$ in $r=mh^n$ and obtain $m3^{-n}$. This is wrong even as $n\to\infty$, because a small error in $h$ is raised to a large power. The logarithm shows what survives. From $r=m^2u^n$ and (11),

$$
\ln r=2L-n\,g(x),\qquad g(x)=\ln(1+2e^x).
$$

The derivatives of $g$ are

$$
g'(x)=\frac{2e^x}{1+2e^x},\qquad
g''(x)=\frac{2e^x}{(1+2e^x)^2},
$$

so $g(0)=\ln3$, $g'(0)=2/3$ and $g''(0)=2/9$. The expansion to second order is

$$
g(x)=\ln3+\frac{2x}{3}+\frac{x^2}{9}+\dots
$$

Multiply by $n$ and insert $x=L/n$:

$$
\ln r=2L-n\ln3-\frac{2L}{3}-\frac{L^2}{9n}+\dots
=\frac{4L}{3}-n\ln3-\frac{L^2}{9n}+\dots
$$

At fixed $N$ the last term vanishes as $n\to\infty$, and

$$
r\to m^{4/3}\,3^{-n}.
\tag{13}
$$

The extra factor $m^{1/3}$ comes from the half-selected cells. To first order their share is $h=(1+x/3)/3$, slightly above one third, and $(1+x/3)^n\to e^{nx/3}=m^{1/3}$.

For $N=64$ and $n=40$ the limiting law gives $2.06\times10^{-17}$ against the network value $1.97\times10^{-17}$, which is 5 % too high relative to the latter. The neglected term, $L^2/(9n)=17.2/360=0.048$, accounts for this. Equation (13) needs $n\gg L^2/9$ as well as $n\gg L$, and the first condition is the stricter once $L>9$, that is, for $N$ above about 8100.

### Floating lines and lines driven to thirds

One could also force the value one third by holding the unselected word lines at $V/3$ and the unselected bit lines at $2V/3$. A half-selected cell then has $V-2V/3=V/3$ or $V/3-0=V/3$, and an unselected cell has $V/3-2V/3=-V/3$. All magnitudes are equal, whatever the current law.

The lines are then no longer floating. The current leaving an unselected word line through its cells is

$$
f(V/3)-mf(V/3)=-(m-1)f(V/3).
$$

Its driver has to take up $(m-1)f(V/3)$. For $N=2$ this is zero, and the driver can be removed. For a larger array, removing the drivers lets the potentials move until the currents balance: the unselected voltage falls below $V/3$ and the half-selected voltages rise above it.

### Large arrays at a fixed exponent

Now keep $n$ fixed and let $N$ grow. Then $x\to\infty$, and

$$
u\to\tfrac12 m^{-1/n}\to0,\qquad h\to\frac12.
$$

The limits of large $n$ and large $N$ do not commute. At any fixed exponent, a sufficiently large array divides its voltage much as a resistor array does, with nearly $V/2$ on each half-selected cell. The size required, $m=[h/(1-2h)]^n$, grows exponentially with $n$: for $n=6$, $h=0.45$ needs $m\approx8\times10^{3}$ and $h=0.49$ needs $m\approx2\times10^{8}$, sizes at which the neglect of wire resistance is no longer justified.

The size at which the sneak current becomes important follows from $r=mh^n$, with $h=1/(2+m^{-1/n})$. Both factors grow with $m$, so $r$ does too. Since $h<1/2$,

$$
r<m2^{-n}.
\tag{14}
$$

An array of identical cells with $N-1\le2^n$ therefore keeps its sneak current below the selected current. For $n=6$ this guarantees $N=65$. The actual limit is higher, because $h$ has not yet reached one half: the largest array with $r\le1$ has $N=198$. For $n=1$ it is 3, and for $n=10$ it is 6726.

The mark $r=1$ is a reference point and not a reading criterion. A sense amplifier must distinguish two states of the selected cell on top of a sneak current that varies with the stored data. The tolerable $r$ depends on the ratio of the two states' currents and on that variation, neither of which is specified here.

### Ohmic leakage at low voltage

In the example an unselected cell carries 0.648 nA at 0.301 V, while the selected cell carries 10 µA. The current ratio (9) thus relies on one power law over more than four decades of current. The share (7) needs it only between $V_{\rm u}$ and $V_{\rm h}$, where the current changes by the factor $m=63$. A parallel ohmic conductance $G$ in every cell breaks the power law first where the voltage is lowest. The balance (5) becomes

$$
kV_{\rm h}^n+GV_{\rm h}=m\left(kV_{\rm u}^n+GV_{\rm u}\right),
$$

and if the ohmic terms dominate it returns the linear share $1/(2N-1)$.

The size of the effect can be judged by comparing $GV_{\rm u}$ with 0.648 nA, at the unperturbed voltage. The resulting shares below come from the full network, with $V$ and $k$ held fixed.

- For $G=0.1$ nS the leakage is 0.03 nA, and the share is 0.199.
- For 1 nS it is 0.30 nA, and the share is 0.188.
- For 10 nS it is 3.0 nA, larger than the power-law current, and the share is 0.097, about half the ideal value.

At 1.5 V a conductance of 10 nS carries 15 nA, or 0.15 % of the selected current. A leak that would be hard to see in a measurement at full voltage can thus halve the unselected share. The exponent that enters the formula should be taken from the range between $V_{\rm u}$ and $V_{\rm h}$, since these are the voltages compared in (5).

### Cells that are not identical

When the prefactors vary at random, each floating line settles at its own potential. One random draw was solved for the example, with $k$ spread lognormally so that one standard deviation is a factor of 2. The mean share was 0.190, with values from 0.120 to 0.263. The mean lies a little below the ideal 0.200; twenty further draws with the same spread gave means of $0.193\pm0.001$, so the downward shift is systematic at this spread. For a spread of this size the formula describes a typical cell and not the most stressed one. Stored data whose two states differ strongly in $k$ can spread the shares further and move their mean well away from the formula.

The exponent matters more for the current than for the voltage. If it is lowered from 6 to 5, with $V$ and the selected current held fixed, the share falls from 0.200 to 0.179, but the current ratio rises from 0.257 to 0.733. Heating may lower the exponent in some cells; the present model does not predict by how much.

### The time needed to reach the steady division

A floating line must be charged before equation (1) holds. Give every cell a capacitance $C$ in parallel with its conduction, and let the lines have no other capacitance. The current of a cell is then $f(D)+C\,dD/dt$. For a floating word line, with one cell at $V_{\rm h}$ and $m$ cells at $-V_{\rm u}$,

$$
f(V_{\rm h})+C\frac{dV_{\rm h}}{dt}-m\left[f(V_{\rm u})+C\frac{dV_{\rm u}}{dt}\right]=0.
$$

After the step $V$ is constant, so $V_{\rm u}=V-2V_{\rm h}$ gives $dV_{\rm u}/dt=-2\,dV_{\rm h}/dt$. Hence

$$
C(1+2m)\frac{dV_{\rm h}}{dt}=m f(V_{\rm u})-f(V_{\rm h}).
\tag{15}
$$

If the lines are uncharged at first and the step is fast, displacement current dominates during the step. Zero net charge on the floating line then requires $CV_{\rm h}=mCV_{\rm u}$. This is the balance of the linear array, so the unselected share starts at $1/(2N-1)=0.0079$ and rises towards 0.200. The half-selected cells start at 0.496 of $V$ and relax to 0.400.

For a 20 nm square cell with a 10 nm film of relative permittivity 25, the parallel-plate capacitance is 8.85 aF. Integrating (15) until the unselected share reaches 99 % of its steady value gives 3.4 ns. A transient solution of the full array, run for that time, reached the same share.

This is the contribution of the cell capacitance, not the settling time of a real array. Capacitance between the lines and their surroundings has been left out. With a capacitance $C_{\rm g}$ from each line to ground, zero net charge on the floating lines puts the floating bit lines, just after a fast step, at $b/V=C(C_{\rm g}+NC)/\{(C_{\rm g}+C)[C_{\rm g}+(2N-1)C]\}$. This is small as soon as $C_{\rm g}$ is large compared with the capacitance $C$ of a single cell. For $C_{\rm g}=0.5$ fF it is 0.011, and the half-selected cells on the driven word line briefly have almost the full $V$. Capacitance between neighbouring parallel lines acts differently: it pulls the floating word lines next to the driven one towards $V$ and the floating bit lines next to the driven one towards zero, so that the unselected cells at their crossings are briefly biased forward. A read pulse that is short compared with the true settling time does not see the division (7).

### Comparison with real devices

The example lies in the regime of oxide resistive memory with a built-in nonlinearity, and all its parameters are rough. Films of about 5 to 10 nm and currents of microamperes to tens of microamperes are usual orders of magnitude. A voltage of 1.5 V is high for reading a bare oxide cell and closer to the range used for writing. A 64-fold suppression at half voltage is modest beside dedicated selectors, for which a factor of a thousand or more is sought. Nor does this one factor fix the voltage share. Tunnelling or hopping conduction is often described by $I\propto\sinh(v/V_0)$, which becomes ohmic at low voltage. If $V_0$ is chosen to give the same 64-fold suppression, so that $2\cosh(V/2V_0)=64$, the balance $\sinh(V_{\rm h}/V_0)=m\sinh(V_{\rm u}/V_0)$ gives a share of 0.0485 instead of 0.200, and a sneak current of 0.80 instead of 0.257 of the selected current. An exponent found by comparing $V$ with $V/2$ must therefore not be put into (7) unless the power law is known to continue down to $V_{\rm u}$. Averaged over the 10 nm film, the field is 1.5 MV/cm in the selected cell and 0.30 MV/cm in an unselected one, against breakdown fields of roughly several MV/cm in good oxide films. In a cell that conducts through a filament, most of the voltage can fall across a short gap, where the field is several times higher. The averages therefore do not establish a margin against breakdown or switching. An ohmic leak of 10 nS per cell would lower the share from 0.200 to 0.097, so the conductance at low voltage has to be known before the formula is applied.

Wire resistance is a small correction at this size. With a rough 5 Ω per cell, the two driven lines together have at most $2\times64\times5=640$ Ω. If the whole current of 12.6 µA passed through all of it, the drop would be 8 mV, or 0.5 % of $V$. With $n=6$ this would lower the selected current by about 3 %. This estimate is proportional to the wire resistance per cell, to $N$ and to the total current. Since the sneak current itself grows with $N$, the drop rises faster than $N$ at a fixed selected current.

The voltage on an unselected cell is 11.6 times the thermal voltage of 25.9 mV at 300 K. This does not by itself secure the power law. If the voltage is spread over several barriers within the film, each receives only a part of it, and ohmic conduction can persist to higher cell voltages.

Some selectors switch abruptly and have a range in which the current rises while the voltage falls. Their current is not a strictly increasing function of voltage, and the uniqueness proof fails. Such an array may have several steady states, and its history may decide between them. The share (7) applies in the steady state to identical cells that conduct equally in both polarities, and whose current rises steadily with voltage and follows one power law from $V_{\rm u}$ to $V_{\rm h}$. The main values for the power-law example are collected in the numerical output below.

## Calculated quantities

```
Inputs: N = 64, n = 6, V = 1.50 V, selected current = 10.0 uA
Film 10 nm, cell side 20 nm, rel. permittivity 25, wire 5 ohm per cell
Largest share error, full network from random starts: 8.3e-17
Table for N = 64: n, unselected share, half share, sneak ratio
    1  0.00787  0.49606  3.125e+01
    2  0.05926  0.47037  1.394e+01
    6  0.20042  0.39979  2.572e-01
   10  0.24834  0.37583  3.542e-03
   20  0.28899  0.35551  6.551e-08
   40  0.31073  0.34464  1.967e-17
ln(N-1) = 4.143; n for a share 10 % below 1/3: 26.9
Sneak ratio at n = 40 from the limiting law: 2.062e-17
(N-1)^(1/n) = 1.9948
Unselected cell: 0.3006 V, 0.648 nA
Half-selected cell: 0.5997 V, 40.83 nA
Total sneak current: 2.572 uA
Current ratio of a cell at V and V/2: 64
Largest N with sneak <= selected current, n = 1: 3
Largest N with sneak <= selected current, n = 6: 198
Largest N with sneak <= selected current, n = 10: 6726
Neglected effects:
  ohmic leak 0.1 nS per cell: unselected share 0.1992
  ohmic leak 1.0 nS per cell: unselected share 0.1879
  ohmic leak 10.0 nS per cell: unselected share 0.0965
  lognormal k, one sigma = factor 2: share mean 0.1905, min 0.1205, max 0.2627
  unselected prefactor times 0.1: share 0.2690
  exponent lowered to 5: share 0.1792, sneak ratio 0.733
  wire drop, upper estimate for both selected lines: 8.05 mV = 0.54 % of V
  field: selected 1.50 MV/cm, unselected 0.30 MV/cm
  thermal voltage at 300 K: 25.85 mV; unselected voltage is 11.6 times larger
  cell capacitance 8.85 aF; initial capacitive share 0.00787
  settling time to 99 % of the steady share: 3.38 ns
```
